\section*{Pairing in a degenerate shell: quasispin energies and the BCS error}

\section*{Problem}

A shell consists of $\Omega$ pair levels $k=1,\dots,\Omega$, all with the same single-particle energy. Each level holds two time-reversed states, $k$ and $\bar k$, so the shell has $2\Omega$ single-particle states. The common energy is taken as the zero of energy. The particles are fermions with the pairing Hamiltonian
\begin{equation}
H=-G\sum_{k,l=1}^{\Omega} c_k^\dagger c_{\bar k}^\dagger c_{\bar l}c_l ,\qquad G>0 ,
\label{eq:H}
\end{equation}
in which the terms with $k=l$ are included. Define
\begin{equation}
b_k^\dagger=c_k^\dagger c_{\bar k}^\dagger,\qquad
S_+=\sum_k b_k^\dagger,\qquad S_-=S_+^\dagger,\qquad
S_z=\tfrac12(\hat N-\Omega),
\label{eq:defs}
\end{equation}
where $\hat N$ is the particle-number operator.

\begin{enumerate}
\item[(a)] Show that these operators obey the algebra of a dimensionless angular momentum, the quasispin, and express $H$ through $S^2$ and $S_z$.
\item[(b)] The states form quasispin multiplets. The seniority $s$ of a multiplet is the particle number of its lowest member, the one annihilated by $S_-$. Find the energy $E(N,s)$, the allowed values of $s$, the degeneracy, and the energy needed to go from $s=0$ to $s=2$ at fixed $N$.
\item[(c)] For even $N>0$, consider the BCS state
\begin{equation}
|\mathrm{BCS}\rangle=\prod_k\left(u_k+v_kb_k^\dagger\right)|0\rangle,
\qquad u_k\ge0,\quad u_k^2+|v_k|^2=1,
\label{eq:bcs}
\end{equation}
with mean particle number $N$. Find its lowest energy and the error relative to the exact ground-state energy. How does this error depend on $\Omega$ at fixed filling $\nu=N/(2\Omega)$?
\item[(d)] Trace the error to its cause. Then find the relative error of the reduced BCS energy $-G|\langle S_-\rangle|^2$, and compare the two errors near a full shell.
\item[(e)] Evaluate the results for the model values $\Omega=10$, $N=8$, $G=2.0\times10^{-23}\,\mathrm{J}$.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The quasispin algebra}

Write $n_k=c_k^\dagger c_k$ and $n_{\bar k}=c_{\bar k}^\dagger c_{\bar k}$. Since $b_k=c_{\bar k}c_k$, the two products of pair operators on one level are
\begin{align}
b_k^\dagger b_k&=c_k^\dagger\,(c_{\bar k}^\dagger c_{\bar k})\,c_k
=n_kn_{\bar k},\\
b_kb_k^\dagger&=c_{\bar k}\,(c_kc_k^\dagger)\,c_{\bar k}^\dagger
=(1-n_k)(1-n_{\bar k}).
\end{align}
In each line the operator in brackets is even in fermion operators of one state, so it commutes with the operators of the other state. Subtraction gives
\begin{equation}
[b_k^\dagger,b_k]=n_kn_{\bar k}-(1-n_k-n_{\bar k}+n_kn_{\bar k})
=n_k+n_{\bar k}-1 .
\end{equation}
Pair operators of different levels commute, because each is a product of two fermion operators and the signs from the exchanges cancel. Summing over levels,
\begin{equation}
[S_+,S_-]=\sum_k(n_k+n_{\bar k}-1)=\hat N-\Omega=2S_z .
\end{equation}
The operator $S_+$ adds two particles, so $[\hat N,S_+]=2S_+$ and therefore $[S_z,S_+]=S_+$. The adjoint relation is $[S_z,S_-]=-S_-$. These are the angular-momentum commutators without factors of $\hbar$.

An empty level has $S_z=-\tfrac12$ and a doubly occupied one $S_z=+\tfrac12$; $b_k^\dagger$ and $b_k$ connect the two, so they form a spin one-half. A singly occupied level is annihilated by both $b_k$ and $b_k^\dagger$ and has $S_z=0$. It is a spin zero: it takes no part in pairing and is called blocked.

The Hamiltonian is $H=-GS_+S_-$. With $S_x=(S_++S_-)/2$ and $S_y=(S_+-S_-)/(2i)$,
\begin{equation}
S_x^2+S_y^2=\tfrac12(S_+S_-+S_-S_+).
\end{equation}
Splitting $S_+S_-$ into its symmetric part and half its commutator gives
\begin{equation}
S_+S_-=\tfrac12(S_+S_-+S_-S_+)+\tfrac12[S_+,S_-]
=S^2-S_z^2+S_z ,
\end{equation}
and hence
\begin{equation}
H=-G\left(S^2-S_z^2+S_z\right).
\label{eq:HS}
\end{equation}

\subsection*{(b) The energies}

Let $S(S+1)$ be the eigenvalue of $S^2$. The lowest member of a multiplet has $S_z=-S$ and, by definition, $N=s$. Equation~\eqref{eq:defs} then gives
\begin{equation}
-S=\frac{s-\Omega}{2}\quad\Rightarrow\quad S=\frac{\Omega-s}{2}.
\end{equation}
Repeated action of $S_+$ adds pairs without changing $S$, until $S_z=+S$, where $N=\Omega+2S=2\Omega-s$. A multiplet thus contains $N=s,s+2,\dots,2\Omega-s$. At given $N$ the seniority has the parity of $N$ and obeys
\begin{equation}
0\le s\le\min(N,\,2\Omega-N).
\end{equation}

Let $M=(N-\Omega)/2$ be the eigenvalue of $S_z$. From \eqref{eq:HS},
\begin{equation}
E=-G\left[S^2+S-M^2+M\right]=-G\,(S+M)(S-M+1),
\end{equation}
because multiplying out the brackets gives $S^2-SM+S+SM-M^2+M$. The factors are
\begin{equation}
S+M=\frac{N-s}{2},\qquad
S-M+1=\frac{2\Omega-N-s+2}{2},
\end{equation}
so that
\begin{equation}
\boxed{E(N,s)=-\frac G4\,(N-s)(2\Omega-N-s+2).}
\label{eq:E}
\end{equation}
The first factor counts the particles available for collective pairing. Half the second factor, $S-M+1$, is one more than the number $S-M$ of pairs that can still be added within the multiplet. It equals 1 at the top member, where $E=-G(\Omega-s)$; for the full shell this energy comes entirely from the terms with $k=l$. At $N=s$ the energy is zero, since $S_-$ finds no collective pair to remove.

\paragraph{Degeneracy.} The number of multiplets with seniority $s$ equals the number of lowest members at $N=s$. The space with $N=s$ has dimension $\binom{2\Omega}{s}$ and contains one state from each multiplet of seniority $s,s-2,\dots$. Every multiplet of seniority $s-2$ or less also has one state at $N=s-2$. Conversely, every multiplet present at $N=s-2$ reaches $N=s$, because $s\le\Omega$. The difference of the two dimensions is the required number:
\begin{equation}
d(s)=\binom{2\Omega}{s}-\binom{2\Omega}{s-2},
\label{eq:deg}
\end{equation}
where the second term is absent for $s<2$.

Seniority is not the same as the number of blocked levels. For $s=2$, two particles can block two different levels, in $4\binom{\Omega}{2}$ ways. There are also states $\sum_ka_kb_k^\dagger|0\rangle$ without any blocked level. Acting with $S_-$ on such a state gives $\sum_ka_k\,|0\rangle$, which vanishes on $\Omega-1$ independent combinations. These contain a pair, but its amplitudes cancel in the collective sum.

\paragraph{Excitation energy.} Put $A=2\Omega-N+2$. Then
\begin{align}
E(N,s)-E(N,0)&=\frac G4\left[NA-(N-s)(A-s)\right]\nonumber\\
&=\frac G4\,s(N+A-s)=\frac G4\,s(2\Omega+2-s).
\label{eq:gap}
\end{align}
This is positive for $0<s\le\Omega$, so for even $N$ the ground state has $s=0$. For $s=2$ the cost is $G\Omega$, whatever the filling, provided $2\le N\le2\Omega-2$ so that $s=2$ is allowed.

\subsection*{(c) The BCS energy and its error}

In the state \eqref{eq:bcs}, level $k$ is doubly occupied with probability $p_k=|v_k|^2$. The condition on the mean number is $2\sum_kp_k=N$. For one level,
\begin{equation}
\langle b_k^\dagger b_k\rangle=p_k,\qquad \langle b_k\rangle=u_kv_k .
\end{equation}
For $k\ne l$ the expectation value factorizes, $\langle b_k^\dagger b_l\rangle=u_kv_k^*\,u_lv_l$, because the state is a product over levels and the pair operators of different levels commute. Therefore
\begin{equation}
\langle H\rangle=-G\Big[\frac N2+\sum_{k\ne l}u_kv_k^*\,u_lv_l\Big].
\end{equation}
The first term is fixed. The energy is lowest when the double sum is largest, which requires equal phases of the $v_k$; these can be taken real and non-negative. With $x_k=u_kv_k=\sqrt{p_k(1-p_k)}$, the Cauchy--Schwarz inequality $\sum_kx_k^2\ge(\sum_kx_k)^2/\Omega$ gives
\begin{equation}
\sum_{k\ne l}x_kx_l=\Big(\sum_kx_k\Big)^2-\sum_kx_k^2
\le\Big(1-\frac1\Omega\Big)\Big(\sum_kx_k\Big)^2 .
\end{equation}
The function $\sqrt{p(1-p)}$ is concave (its graph is a half circle), and the mean of the $p_k$ is $N/(2\Omega)=\nu$. Hence $\sum_kx_k\le\Omega\sqrt{\nu(1-\nu)}$, and
\begin{equation}
\sum_{k\ne l}x_kx_l\le\Omega(\Omega-1)\nu(1-\nu).
\end{equation}
Uniform occupation $p_k=\nu$ gives equality, so it is the minimum of the energy. Using $N/2=\Omega\nu$,
\begin{align}
E_{\mathrm{BCS}}&=-G\left[\Omega\nu+\Omega(\Omega-1)\nu(1-\nu)\right]\nonumber\\
&=-G\Omega\nu\left[1+\Omega(1-\nu)-(1-\nu)\right]\nonumber\\
&=-G\Omega\nu\left[\Omega(1-\nu)+\nu\right].
\label{eq:EBCS}
\end{align}
The exact energy \eqref{eq:E} with $s=0$ and $N=2\Omega\nu$ is
\begin{equation}
E(N,0)=-\frac G4\,(2\Omega\nu)\,(2\Omega-2\Omega\nu+2)
=-G\Omega\nu\left[\Omega(1-\nu)+1\right].
\label{eq:E0}
\end{equation}
The difference is
\begin{equation}
E_{\mathrm{BCS}}-E(N,0)=G\Omega\nu(1-\nu),
\label{eq:diff}
\end{equation}
and division by $|E(N,0)|$ gives the relative error
\begin{equation}
\boxed{r=\frac{1-\nu}{\Omega(1-\nu)+1}.}
\label{eq:r}
\end{equation}

For $\nu<1$ this can be written $r=1/[\Omega+1/(1-\nu)]$. Two conclusions follow. At fixed $\nu<1$, $\Omega r\to1$ as $\Omega\to\infty$, so the relative error is of order $1/\Omega$. And since $1/(1-\nu)\ge1$, the error satisfies $r\le1/(\Omega+1)$ at every filling; at $\nu=1$ it vanishes.

The error is relative to the pairing energy. A common single-particle energy $\varepsilon$ would add $\varepsilon N$ to both energies: their difference would stay the same, but a ratio to the total energy would change.

A small relative error does not make the absolute error small on the scale of excitations. By \eqref{eq:diff}, it is the fraction $\nu(1-\nu)$ of the excitation energy $G\Omega$, and at fixed filling this fraction does not decrease with $\Omega$. The relative error falls because, at fixed $\nu<1$, the total pairing energy \eqref{eq:E0} grows as $G\Omega^2\nu(1-\nu)$.

\subsection*{(d) Number fluctuations and the reduced energy}

For $\nu<1$ and uniform $u,v$, the relation $(b_k^\dagger)^2=0$ allows each factor of the BCS state to be written as an exponential:
\begin{equation}
|\mathrm{BCS}\rangle=u^\Omega\prod_k\Big(1+\frac vu\,b_k^\dagger\Big)|0\rangle
=u^\Omega\exp\!\Big(\frac vu\,S_+\Big)|0\rangle .
\end{equation}
Every component is a power of $S_+$ acting on the vacuum and so has $s=0$. The state is a superposition of exact ground states with different particle numbers $N'$. Because $H$ conserves the number, its expectation value is the average of
\begin{equation}
E(N',0)=-\frac G4\left[(2\Omega+2)N'-N'^2\right]
\end{equation}
over the distribution of $N'$. With $\langle N'\rangle=N$ and $\langle N'^2\rangle=N^2+\mathrm{Var}\,N'$,
\begin{equation}
E_{\mathrm{BCS}}=E(N,0)+\frac G4\,\mathrm{Var}\,N' .
\label{eq:var}
\end{equation}
Each level independently holds two particles with probability $\nu$ or none with probability $1-\nu$. Its variance is $4\nu-(2\nu)^2=4\nu(1-\nu)$, so $\mathrm{Var}\,N'=4\Omega\nu(1-\nu)$. Equation~\eqref{eq:var} then reproduces \eqref{eq:diff}. The whole error in this model comes from the spread in particle number, and projecting the state on $N$ particles gives the exact ground state. At $\nu=1$ the BCS state is the full shell, which has no spread.

The reduced energy keeps only the square of the pair amplitude. The bound on $\sum_kx_k$ in part (c) shows that the uniform state also gives the lowest reduced energy. In this state $\langle S_-\rangle=\Omega\sqrt{\nu(1-\nu)}$, so that
\begin{equation}
E_{\mathrm{red}}=-G\Omega^2\nu(1-\nu).
\end{equation}
Comparison with \eqref{eq:EBCS} shows that the term $-G\Omega\nu^2$ has been dropped. Subtracting \eqref{eq:E0} gives
\begin{equation}
E_{\mathrm{red}}-E(N,0)=G\Omega\nu,\qquad
r_{\mathrm{red}}=\frac{1}{\Omega(1-\nu)+1}.
\end{equation}
At fixed $\nu<1$ this too is of order $1/\Omega$, with the larger coefficient $1/(1-\nu)$. Near a full shell the two errors behave differently. If room for $h\geq 1$ more pairs is left, then $1-\nu=h/\Omega$ and
\begin{equation}
r=\frac{h}{(h+1)\,\Omega},\qquad r_{\mathrm{red}}=\frac1{h+1}.
\end{equation}
The full BCS error still falls as $1/\Omega$ at fixed $h$, whereas the reduced one does not fall at all. For the full shell the reduced energy is zero, although the exact energy is $-G\Omega$.

These results rest on the degeneracy of the levels. With unequal energies $\varepsilon_k$, the single-particle term $H_1=\sum_k\varepsilon_k(n_k+n_{\bar k})$ has $[H_1,S_+]=2\sum_k\varepsilon_kb_k^\dagger$, which is not proportional to $S_+$. The total quasispin is then not conserved in general, and \eqref{eq:E} no longer gives the spectrum.

\subsection*{(e) Numerical values}

For $\Omega=10$ and $N=8$ the filling is $\nu=0.40$. Equation~\eqref{eq:E} gives
\begin{align}
E(8,0)&=-\tfrac14(8)(14)\,G=-28\,G=-5.60\times10^{-22}\,\mathrm{J},\\
E(8,2)&=-\tfrac14(6)(12)\,G=-18\,G=-3.60\times10^{-22}\,\mathrm{J},\\
E(8,4)&=-\tfrac14(4)(10)\,G=-10\,G=-2.00\times10^{-22}\,\mathrm{J}.
\end{align}
The ground-state energy corresponds to $-3.50\,\mathrm{meV}$. The step from $s=0$ to $s=2$ is $10\,G=2.00\times10^{-22}\,\mathrm{J}$, or $1.25\,\mathrm{meV}$, in agreement with $G\Omega$. The degeneracies for $s=0,2,4$ are 1, 189 and 4655. Of the 189 states with $s=2$, 9 have no blocked level and the other $4\binom{10}{2}=180$ have two.

The BCS energy from \eqref{eq:EBCS} is
\begin{equation}
E_{\mathrm{BCS}}=-10(0.4)(6+0.4)\,G=-25.6\,G=-5.12\times10^{-22}\,\mathrm{J},
\end{equation}
or $-3.20\,\mathrm{meV}$. It lies $2.4\,G$ above the exact value, which is a relative error of $2.4/28=0.086$. The number variance is $4(10)(0.4)(0.6)=9.6$, and one quarter of it is again $2.4$. The standard deviation is 3.1 particles, and the component with eight particles has a weight of 0.25. The reduced energy is $-24\,G$, with a relative error of $4/28=0.14$.

At the same filling, the full BCS error depends on the size of the shell as follows.
\begin{center}
\begin{tabular}{rcc}
$\Omega$ & $r$ & $\Omega r$\\
\hline
5 & 0.150 & 0.750\\
10 & 0.0857 & 0.857\\
15 & 0.0600 & 0.900\\
100 & 0.00984 & 0.984\\
1000 & 0.000998 & 0.998
\end{tabular}
\end{center}
The first three rows come from diagonalization and explicit BCS states, the last two from \eqref{eq:r}. The product $\Omega r$ approaches 1 from below. For $\Omega=10$ and $N=18$, where one more pair would fill the shell, the relative errors are 0.050 for the full BCS energy and 0.50 for the reduced one, as the expressions with $h=1$ require.

The numerical check also diagonalizes $H$ in the complete fermion space for $\Omega=4$, and the energies and degeneracies agree with \eqref{eq:E} and \eqref{eq:deg} at every particle number.

\section*{Table of computed values}
\begin{verbatim}
fermion test: Omega = 4, eigenvalues checked = 256
example: Omega = 10, N = 8, filling nu = 0.40
pairing strength G = 2.000e-23 J
quasispin projection S_z = -1.0
s = 0: quasispin S = 5.0, E/G = -28.00
  E = -5.6000e-22 J = -3.4952 meV
  degeneracy = 1, without singly occupied levels = 1
s = 2: quasispin S = 4.0, E/G = -18.00
  E = -3.6000e-22 J = -2.2469 meV
  degeneracy = 189, without singly occupied levels = 9
s = 4: quasispin S = 3.0, E/G = -10.00
  E = -2.0000e-22 J = -1.2483 meV
  degeneracy = 4655, without singly occupied levels = 35
excitation s=0 to s=2: 10.00 G = 2.0000e-22 J = 1.2483 meV
BCS energy: -25.60 G = -5.1200e-22 J = -3.1957 meV
BCS minus exact: 2.40 G = 4.8000e-23 J
BCS number variance = 9.60, standard deviation = 3.098 particles
weight of N = 8 in BCS state = 0.2508
reduced BCS energy: -24.00 G = -4.8000e-22 J
relative errors by direct calculation (full BCS, reduced BCS):
  Omega = 5, N = 4: 0.15000, 0.25000; Omega*full = 0.7500
  Omega = 10, N = 8: 0.08571, 0.14286; Omega*full = 0.8571
  Omega = 15, N = 12: 0.06000, 0.10000; Omega*full = 0.9000
  Omega = 10, N = 18: 0.05000, 0.50000; Omega*full = 0.5000
relative error of full BCS from the formula at nu = 0.40:
  Omega = 100: 0.009836; Omega*error = 0.9836
  Omega = 1000: 0.000998; Omega*error = 0.9983
non-uniform BCS search, Omega = 5, N = 4: lowest = -6.80000 G, uniform = -6.80000 G
\end{verbatim}
